# Why σ·n turns one spinor harmonic into minus its partner: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: (sigma.n) Omega_{kappa,m}(n) = - Omega_{-kappa,m}(n).

n      unit vector with polar angle theta and azimuth phi
kappa  nonzero integer; j = |kappa| - 1/2;
       l = kappa if kappa > 0, l = -kappa - 1 if kappa < 0
Omega  sum_s <l m-s, 1/2 s | j m> Y_{l,m-s}(n) chi_s, orbital part coupled
       first, Condon-Shortley phases.  Angular momenta in units of hbar.
Half-integers are passed as doubled integers: m2 = 2m, s2 = 2s.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv
from sympy import Integer, Rational
from sympy.physics.wigner import clebsch_gordan

KMAX = 4
LMAX = KMAX
TOL = 1e-11      # rounding only: the quadrature is exact for these degrees
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
ORBITALS = [(l, mu) for l in range(LMAX + 1) for mu in range(-l, l + 1)]
INDEX = {lm: i for i, lm in enumerate(ORBITALS)}
N_ORB = len(ORBITALS)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def harmonic(l, mu, x, phi):
    """Y_{l,mu} with x = cos(theta)."""
    k = abs(mu)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, x) * np.exp(1j * k * phi)
    return y if mu >= 0 else (-1)**k * np.conj(y)


@lru_cache(maxsize=None)
def coupling(kappa, m2, s2, spin_first=False):
    """Clebsch-Gordan coefficient from the general Racah sum in sympy."""
    l = orbital_l(kappa)
    mu = (m2 - s2) // 2
    if abs(mu) > l:
        return 0.0
    j, m = Rational(2*abs(kappa) - 1, 2), Rational(m2, 2)
    half, s = Rational(1, 2), Rational(s2, 2)
    if spin_first:
        return float(clebsch_gordan(half, Integer(l), j, s, Integer(mu), m))
    return float(clebsch_gordan(Integer(l), half, j, Integer(mu), s, m))


def vector(kappa, m2, spin_first=False):
    """Expansion of Omega in the product basis Y_{l,mu} chi_s."""
    v = np.zeros((N_ORB, 2), complex)
    l = orbital_l(kappa)
    for column, s2 in enumerate((1, -1)):
        mu = (m2 - s2) // 2
        if abs(mu) <= l:
            v[INDEX[l, mu], column] = coupling(kappa, m2, s2, spin_first)
    return v.ravel()


def omega(kappa, m2, x, phi):
    """Two-component value of Omega in one direction."""
    l = orbital_l(kappa)
    value = np.zeros(2, complex)
    for column, s2 in enumerate((1, -1)):
        mu = (m2 - s2) // 2
        if abs(mu) <= l:
            value[column] = (coupling(kappa, m2, s2)
                             * harmonic(l, mu, x, phi))
    return value


def direction(x, phi):
    rho = np.sqrt(1 - x*x)
    return np.array([rho*np.cos(phi), rho*np.sin(phi), x + 0*phi])


def sigma_n(x, phi):
    return sum(c * p for c, p in zip(direction(x, phi), PAULI))


# Matrix of sigma.n from angular quadrature
nodes, weights = np.polynomial.legendre.leggauss(12)
angles = 2*pi*np.arange(24)/24
X, PHI = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
W = np.repeat(weights, 24) * 2*pi/24
Y = np.array([harmonic(l, mu, X, PHI) for l, mu in ORBITALS])
overlap_error = np.abs((Y.conj()*W) @ Y.T - np.eye(N_ORB)).max()
assert overlap_error < TOL
SN = sum(np.kron((Y.conj()*W*c) @ Y.T, p)
         for c, p in zip(direction(X, PHI), PAULI))

# Angular momentum matrices with the standard ladder action
L_plus = np.zeros((N_ORB, N_ORB), complex)
for (l, mu), i in INDEX.items():
    if mu < l:
        L_plus[INDEX[l, mu + 1], i] = sqrt((l - mu)*(l + mu + 1))
L = [(L_plus + L_plus.T)/2, (L_plus - L_plus.T)/2j,
     np.diag([complex(mu) for _, mu in ORBITALS])]
J = [np.kron(a, np.eye(2)) + np.kron(np.eye(N_ORB), p/2)
     for a, p in zip(L, PAULI)]
SIGMA_L = sum(np.kron(a, p) for a, p in zip(L, PAULI))
J_minus = J[0] - 1j*J[1]

# Scalar under J, but not under L alone
commutator = max(np.abs(a @ SN - SN @ a).max() for a in J)
Lz = np.kron(L[2], np.eye(2))
orbital_commutator = np.abs(Lz @ SN - SN @ Lz).max()
assert commutator < TOL and orbital_commutator > 0.1

# Each (j,m) occurs exactly twice when both l values are in the basis
j_squared = np.linalg.eigvalsh(sum(a @ a for a in J))
for k in range(1, KMAX + 1):
    j = k - 0.5
    assert np.sum(np.abs(j_squared - j*(j + 1)) < 1e-8) == 2*(2*k)

KAPPAS = [k for k in range(-KMAX, KMAX + 1) if k != 0]
LABELS = [(k, m2) for k in KAPPAS for m2 in range(1 - 2*abs(k), 2*abs(k), 2)]

# Properties of the coupled states
for kappa, m2 in LABELS:
    v, j, m = vector(kappa, m2), abs(kappa) - 0.5, m2/2
    assert np.abs(SIGMA_L @ v + (1 + kappa)*v).max() < TOL
    lowered = J_minus @ v
    if m2 > 1 - 2*abs(kappa):
        lowered = lowered - sqrt((j + m)*(j - m + 1))*vector(kappa, m2 - 2)
    assert np.abs(lowered).max() < TOL
    assert -np.sign(kappa)*coupling(kappa, m2, 1) > 0
for kappa in KAPPAS:
    l, top = orbital_l(kappa), 2*abs(kappa) - 1
    a, b = coupling(kappa, 1, 1), coupling(kappa, 1, -1)
    assert abs(a + np.sign(kappa)*sqrt(abs(kappa)/(2*l + 1))) < TOL
    assert abs(sqrt(l*(l + 1))*b + (1 + kappa)*a) < TOL
    if kappa > 0:
        assert coupling(kappa, top, -1) > 0
        assert abs(coupling(kappa, top, -1)
                   + sqrt(2*l)*coupling(kappa, top, 1)) < TOL
    else:
        assert abs(coupling(kappa, top, 1) - 1) < TOL
    z_value = omega(kappa, 1, 1.0, 0.0)
    z_formula = -np.sign(kappa)*sqrt(abs(kappa)/(4*pi))
    assert np.abs(z_value - np.array([z_formula, 0])).max() < TOL

# Full coefficient table: only (kappa,m) -> (-kappa,m) survives, with -1
V = np.array([vector(*label) for label in LABELS]).T
table = V.conj().T @ SN @ V
expected = np.array([[-1.0 if (p == -k and q == m2) else 0.0
                      for k, m2 in LABELS] for p, q in LABELS])
table_error = np.abs(table - expected).max()
assert table_error < TOL

# Pointwise identity, parity, unit square and equal densities
rng = np.random.default_rng(7)
pointwise_error = 0.0
for x, phi in zip(rng.uniform(-1, 1, 12), rng.uniform(0, 2*pi, 12)):
    s = sigma_n(x, phi)
    assert np.abs(s @ s - np.eye(2)).max() < TOL
    for kappa, m2 in LABELS:
        f, g = omega(kappa, m2, x, phi), omega(-kappa, m2, x, phi)
        pointwise_error = max(pointwise_error, np.abs(s @ f + g).max())
        parity = (-1)**orbital_l(kappa)
        assert np.abs(omega(kappa, m2, -x, phi + pi) - parity*f).max() < TOL
        assert abs(np.vdot(f, f) - np.vdot(g, g)) < TOL
assert pointwise_error < TOL


# The coefficient in other phase conventions
def coefficient(kappa, m2, spin_first=False, power_of_i=False):
    ket = vector(kappa, m2, spin_first)
    bra = vector(-kappa, m2, spin_first)
    if power_of_i:
        ket = 1j**orbital_l(kappa) * ket
        bra = 1j**orbital_l(-kappa) * bra
    return np.vdot(bra, SN @ ket)


for kappa, m2 in LABELS:
    assert abs(coefficient(kappa, m2, spin_first=True) - 1) < TOL
    c = coefficient(kappa, m2, power_of_i=True)
    assert abs(c + 1j*np.sign(kappa)) < TOL
    assert abs(c*coefficient(-kappa, m2, power_of_i=True) - 1) < TOL


def show(z):
    z = complex(z)
    return f"{round(z.real, 6) + 0.0:+.6f} {round(z.imag, 6) + 0.0:+.6f}i"


# Worked example
kappa, m2, theta_deg, phi_deg = 2, 1, 60.0, 30.0
x, phi = np.cos(np.radians(theta_deg)), np.radians(phi_deg)
s = sigma_n(x, phi)
f, g = omega(kappa, m2, x, phi), omega(-kappa, m2, x, phi)
product = s @ f
assert np.abs(product + g).max() < TOL
print("All values dimensionless unless a unit is shown")
print(f"kappa = {kappa}, partner = {-kappa}, m = {m2/2}")
print(f"theta = {theta_deg} degree, phi = {phi_deg} degree")
print("n =", " ".join(f"{c:.6f}" for c in direction(x, phi)))
for k in (kappa, -kappa):
    l = orbital_l(k)
    print(f"kappa={k}: l={l}, j={abs(k) - 0.5}")
    print(f"  coupling up   = {coupling(k, m2, 1):+.6f}")
    print(f"  coupling down = {coupling(k, m2, -1):+.6f}")
    print(f"  Y_{l},0(n) =", show(harmonic(l, 0, x, phi)))
    print(f"  Y_{l},1(n) =", show(harmonic(l, 1, x, phi)))
    value = omega(k, m2, x, phi)
    print("  Omega up   =", show(value[0]))
    print("  Omega down =", show(value[1]))
    print("  Omega up on z axis =", show(omega(k, 1, 1.0, 0.0)[0]))
print("sigma.n row 1:", show(s[0, 0]), "|", show(s[0, 1]))
print("sigma.n row 2:", show(s[1, 0]), "|", show(s[1, 1]))
print("(sigma.n Omega_2) up   =", show(product[0]))
print("(sigma.n Omega_2) down =", show(product[1]))
print(f"density kappa=+2: {np.vdot(f, f).real:.6f} per steradian")
print(f"density kappa=-2: {np.vdot(g, g).real:.6f} per steradian")
print("c, standard convention, kappa=2:", show(coefficient(2, 1)))
print("c, spin coupled first, kappa=2:",
      show(coefficient(2, 1, spin_first=True)))
for k in (2, -2):
    print(f"c, with i^l Y_lm, kappa={k}:",
          show(coefficient(k, 1, power_of_i=True)))
print(f"tested: |kappa| <= {KMAX}, {len(LABELS)} spinors, 12 directions")
print(f"largest pointwise error      = {pointwise_error:.1e}")
print(f"largest coefficient error    = {table_error:.1e}")
print(f"largest [J_i, sigma.n] entry = {commutator:.1e}")
print(f"largest [L_z, sigma.n] entry = {orbital_commutator:.4f}")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 133, in <module>
    assert -np.sign(kappa)*coupling(kappa, m2, 1) > 0
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The program demanded a strictly signed spin-up coefficient for every m, but for κ < 0 and m = −j that component would need orbital projection −l − 1, which does not exist, so its coefficient is exactly zero. The derivation uses the sign only from m = j down to m = ½, and is unaffected. The strict sign test now runs over every state that has a spin-up component, so only the states with κ < 0 and m = −j leave this one test. All other tests, and every tolerance, are unchanged.

Diff:

```diff
@@ -131,5 +131,8 @@
         lowered = lowered - sqrt((j + m)*(j - m + 1))*vector(kappa, m2 - 2)
     assert np.abs(lowered).max() < TOL
-    assert -np.sign(kappa)*coupling(kappa, m2, 1) > 0
+    # A spin-up component exists only if |m - 1/2| <= l; this excludes
+    # m = -j for kappa < 0, where the state is purely spin-down.
+    if abs(m2 - 1)//2 <= orbital_l(kappa):
+        assert -np.sign(kappa)*coupling(kappa, m2, 1) > 0
 for kappa in KAPPAS:
     l, top = orbital_l(kappa), 2*abs(kappa) - 1
```

After the repair:

```
All values dimensionless unless a unit is shown
kappa = 2, partner = -2, m = 0.5
theta = 60.0 degree, phi = 30.0 degree
n = 0.750000 0.433013 0.500000
kappa=2: l=2, j=1.5
  coupling up   = -0.632456
  coupling down = +0.774597
  Y_2,0(n) = -0.078848 +0.000000i
  Y_2,1(n) = -0.289706 -0.167262i
  Omega up   = +0.049868 +0.000000i
  Omega down = -0.224405 -0.129560i
  Omega up on z axis = -0.398942 +0.000000i
kappa=-2: l=1, j=1.5
  coupling up   = +0.816497
  coupling down = +0.577350
  Y_1,0(n) = +0.244301 +0.000000i
  Y_1,1(n) = -0.259121 -0.149603i
  Omega up   = +0.199471 +0.000000i
  Omega down = -0.149603 -0.086374i
  Omega up on z axis = +0.398942 +0.000000i
sigma.n row 1: +0.500000 +0.000000i | +0.750000 -0.433013i
sigma.n row 2: +0.750000 +0.433013i | -0.500000 +0.000000i
(sigma.n Omega_2) up   = -0.199471 +0.000000i
(sigma.n Omega_2) down = +0.149603 +0.086374i
density kappa=+2: 0.069630 per steradian
density kappa=-2: 0.069630 per steradian
c, standard convention, kappa=2: -1.000000 +0.000000i
c, spin coupled first, kappa=2: +1.000000 +0.000000i
c, with i^l Y_lm, kappa=2: +0.000000 -1.000000i
c, with i^l Y_lm, kappa=-2: +0.000000 +1.000000i
tested: |kappa| <= 4, 40 spinors, 12 directions
largest pointwise error      = 2.9e-16
largest coefficient error    = 2.2e-15
largest [J_i, sigma.n] entry = 7.3e-15
largest [L_z, sigma.n] entry = 0.9428
PASS
```
